# Monkhorst-Pack meshes, hexagonal symmetry and the graphene K point: a numerical check

```python
"""
Result under test, for a hexagonal lattice with N x N in-plane k meshes:
 (a) the even Monkhorst-Pack mesh (half-step shift) loses the 60 and 120 degree
     rotations, while the Gamma-centred mesh keeps all 12 in-plane operations;
 (b) a Gamma-centred mesh contains the corner K only if 3 divides N, and a
     half-shifted mesh never contains it.
Symbols: u = fractional coordinates of k in the reciprocal basis b1, b2;
s = mesh shift in steps; t = hopping energy (eV); f = sum of three bond phases;
p_j = pi bond order of bond j; beta = decay of hopping with d/d0, where
d0 is the ideal bond length; kT = Fermi smearing width (eV).
Energies are per two-atom cell, with spin.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import ellipe

t = 3.0
beta = 3.0
kT = 0.05


def shifted_mesh(N, s=(0.0, 0.0)):
    n = np.arange(N)
    x, y = np.meshgrid((n + s[0]) / N, (n + s[1]) / N, indexing="ij")
    return np.column_stack([x.ravel(), y.ravel()])


def monkhorst_pack(N):
    r = np.arange(1, N + 1)
    line = (2 * r - N - 1) / (2 * N)
    x, y = np.meshgrid(line, line, indexing="ij")
    return np.column_stack([x.ravel(), y.ravel()])


def on_mesh(points, mesh):
    diff = points[:, None, :] - mesh[None, :, :]
    diff -= np.round(diff)
    return np.any(np.max(np.abs(diff), axis=2) < 1e-8, axis=1)


def basis(angle_degrees):
    a = np.radians(angle_degrees)
    return np.array([[1.0, np.cos(a)], [0.0, np.sin(a)]])


def rotation(angle_degrees):
    a = np.radians(angle_degrees)
    return np.array([[np.cos(a), -np.sin(a)], [np.sin(a), np.cos(a)]])


def fractional_operation(R, B):
    return np.linalg.solve(B, R @ B)


def kept_fraction(mesh, R, B):
    rotated = mesh @ fractional_operation(R, B).T
    return np.mean(on_mesh(rotated, mesh))


mirror = np.diag([1.0, -1.0])
operations = [rotation(60 * m) for m in range(6)]
operations += [rotation(60 * m) @ mirror for m in range(6)]


def surviving(mesh, B):
    return sum(kept_fraction(mesh, R, B) == 1.0 for R in operations)


# Zone corner from its definition: equidistant from 0, G1 and G2.
G = np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
K_cartesian = np.linalg.solve(2 * G, np.sum(G**2, axis=1))

# Symmetry and membership tests in both usual reciprocal bases.
for angle in (60, 120):
    B = basis(angle)
    K = np.linalg.solve(B, K_cartesian)
    corners = np.array([K, -K])
    for N in range(1, 13):
        gamma = shifted_mesh(N)
        half = shifted_mesh(N, (0.5, 0.5))
        mp = monkhorst_pack(N)
        assert np.all(on_mesh(mp, half if N % 2 == 0 else gamma))
        assert surviving(gamma, B) == 12
        assert surviving(half, B) == 4
        for degrees in (60, 120):
            assert kept_fraction(half, rotation(degrees), B) == 0.0
    for N in range(1, 31):
        inside = on_mesh(corners, shifted_mesh(N))
        assert np.all(inside == (N % 3 == 0))
        assert not np.any(on_mesh(corners, shifted_mesh(N, (0.5, 0.5))))

# Search over shifts for those that keep sixfold or threefold symmetry.
B = basis(120)
K = np.linalg.solve(B, K_cartesian)
allowed = {60: [], 120: []}
for i in range(12):
    for j in range(12):
        trial = shifted_mesh(4, (i / 12, j / 12))
        for degrees in allowed:
            if kept_fraction(trial, rotation(degrees), B) == 1.0:
                allowed[degrees].append((i, j))
assert allowed[60] == [(0, 0)]
assert allowed[120] == [(0, 0), (4, 8), (8, 4)]

# Three half-shifted meshes plus the Gamma mesh form the doubled mesh.
for N in (2, 3, 4, 6):
    parts = [shifted_mesh(N, s) for s in
             ((0, 0), (0.5, 0), (0, 0.5), (0.5, 0.5))]
    union = np.vstack(parts)
    labels = {tuple(v) for v in np.rint(2 * N * union).astype(int) % (2 * N)}
    assert len(labels) == 4 * N * N
    assert np.all(on_mesh(union, shifted_mesh(2 * N)))


def phases(mesh):
    return np.column_stack([np.ones(len(mesh)),
                            np.exp(2j * np.pi * mesh[:, 0]),
                            np.exp(2j * np.pi * mesh[:, 1])])


def levels(mesh, hoppings=(t, t, t)):
    coupling = -phases(mesh) @ np.array(hoppings)
    H = np.zeros((len(mesh), 2, 2), complex)
    H[:, 0, 1] = coupling
    H[:, 1, 0] = coupling.conj()
    return np.linalg.eigvalsh(H)


def energy(mesh, hoppings=(t, t, t)):
    """Energy with the lower level full at every k point."""
    return 2 * np.mean(levels(mesh, hoppings)[:, 0])


def free_energy(mesh, hoppings=(t, t, t)):
    """Fermi-smeared free energy; levels +-E put the Fermi energy at zero."""
    e = levels(mesh, hoppings)
    return -2 * kT * np.mean(np.sum(np.logaddexp(0, -e / kT), axis=1))


def gap(mesh):
    e = levels(mesh)
    return np.min(e[:, 1]) - np.max(e[:, 0])


def bond_orders(mesh):
    ph = phases(mesh)
    f = ph.sum(axis=1)
    size = np.abs(f)
    # At f = 0 the degenerate levels are equally filled: no bond order.
    unit = np.where(size > 1e-10, f / np.maximum(size, 1e-10), 0)
    return np.mean((ph.conj() * unit[:, None]).real, axis=0)


# Gap on Gamma meshes: full diagonalization scan against nearest-point formula.
def gap_formula(N):
    return 2 * t * abs(1 + 2 * np.cos(2 * np.pi * round(N / 3) / N))


for N in range(1, 61):
    assert abs(gap(shifted_mesh(N)) - gap_formula(N)) < 1e-10
for N in (100, 200):
    leading = 4 * np.pi * t / (np.sqrt(3) * N)
    # The next term in 1/N is the reason for the relative tolerance.
    assert abs(gap(shifted_mesh(N)) / leading - 1) < 2 / N

# Energy identity between half-shifted and Gamma-centred meshes.
for N in (2, 4, 6, 10, 12):
    combined = (4 * energy(shifted_mesh(2 * N)) - energy(shifted_mesh(N))) / 3
    assert abs(energy(monkhorst_pack(N)) - combined) < 1e-10

# Bond orders against derivatives of diagonalized energies.
h = 1e-4
for mesh in (monkhorst_pack(2), monkhorst_pack(4), monkhorst_pack(6),
             shifted_mesh(4)):
    p = bond_orders(mesh)
    for j in range(3):
        step = h * np.eye(3)[j]
        slope = (energy(mesh, t + step) - energy(mesh, t - step)) / (2 * h)
        assert abs(slope + 2 * p[j]) < 1e-6
for N in (2, 3, 4, 6, 12):
    assert np.ptp(bond_orders(shifted_mesh(N))) < 1e-12
hand = np.array([(1 + 1 / np.sqrt(5)) / 2, 1 / np.sqrt(5), 1 / np.sqrt(5)])
assert np.allclose(bond_orders(monkhorst_pack(2)), hand, atol=1e-12)

# False force from actual displacements of sublattice B, in units eV/d0.
bond_directions = np.array([[1.0, 0.0], [-0.5, np.sqrt(3) / 2],
                            [-0.5, -np.sqrt(3) / 2]])


def displaced_energy(mesh, displacement, function):
    lengths = np.linalg.norm(bond_directions + displacement, axis=1)
    return function(mesh, t * np.exp(-beta * (lengths - 1)))


def numerical_force(mesh, function):
    return np.array([-(displaced_energy(mesh, h * e, function)
                       - displaced_energy(mesh, -h * e, function)) / (2 * h)
                     for e in np.eye(2)])


def force_formula(mesh):
    p = bond_orders(mesh)
    return -2 * t * beta * (p[0] - p[1])


for N in (2, 4, 6, 12):
    mesh = monkhorst_pack(N)
    gamma = shifted_mesh(N)
    p = bond_orders(mesh)
    assert abs(p[1] - p[2]) < 1e-12 and abs(p[0] - p[1]) > 1e-5
    # Central differences of a smooth energy have an error of order h squared.
    for function in (energy, free_energy):
        assert np.allclose(numerical_force(mesh, function),
                           [force_formula(mesh), 0], atol=2e-5)
    assert np.allclose(numerical_force(gamma, free_energy), 0, atol=2e-5)
    if N % 3 != 0:
        assert np.allclose(numerical_force(gamma, energy), 0, atol=2e-5)


# With K on the mesh, filling only the lower level leaves a kink in the energy.
def one_sided_slope(mesh, direction, function):
    change = (displaced_energy(mesh, h * np.array(direction), function)
              - function(mesh))
    return change / h


for N in (6, 12):
    for direction in ((1.0, 0.0), (-1.0, 0.0), (0.0, 1.0), (0.0, -1.0)):
        sharp = one_sided_slope(shifted_mesh(N), direction, energy)
        # A one-sided difference also contains curvature times h / 2.
        assert abs(sharp + 6 * t * beta / N**2) < 0.01


# Infinite-mesh energy by reducing one angular average to an elliptic integral.
def inner_average(theta):
    r = 2 * abs(np.cos(theta / 2))
    parameter = min(1.0, 4 * r / (1 + r)**2)
    return 2 * (1 + r) * ellipe(parameter) / np.pi


mean_f = quad(inner_average, 0, np.pi, points=[2 * np.pi / 3],
              epsabs=1e-10)[0] / np.pi
energy_limit = -2 * t * mean_f
assert abs(energy(shifted_mesh(300)) - energy_limit) < 1e-5

print(f"hopping t = {t:.1f} eV; decay beta = {beta:.1f} (no unit)")
print(f"smearing width kT = {kT:.2f} eV")
print(f"K fractional coordinates = {K[0]:.6f}, {K[1]:.6f}")
print("shifts kept by 60 deg rotation (twelfths of step):", allowed[60])
print("shifts kept by 120 deg rotation (twelfths of step):", allowed[120])
for N in (4, 6):
    print(f"N={N}: operations kept (count), Gamma {surviving(shifted_mesh(N), B)},"
          f" even MP {surviving(monkhorst_pack(N), B)}")
    print(f"N={N}: even MP points kept by 60 deg rotation = "
          f"{100 * kept_fraction(monkhorst_pack(N), rotation(60), B):.1f} %")
for N in (2, 3, 4, 5, 6, 9, 10, 11, 12):
    mesh = shifted_mesh(N)
    contains = bool(on_mesh(K[None, :], mesh)[0])
    print(f"Gamma N={N}: contains K {contains}, gap = {abs(gap(mesh)):.4f} eV")
print(f"leading gap estimate at N=10 = "
      f"{4 * np.pi * t / (np.sqrt(3) * 10):.4f} eV")
for N in (2, 4, 6, 12):
    mesh = monkhorst_pack(N)
    p = bond_orders(mesh)
    print(f"even MP N={N}: gap = {gap(mesh):.4f} eV")
    print(f"  bond orders p1, p2, p3 = {p[0]:.6f}, {p[1]:.6f}, {p[2]:.6f}")
    print(f"  force on B along bond 1 = {force_formula(mesh):.6f} eV/d0")
    print(f"  energy: even MP {energy(mesh):.6f}, Gamma "
          f"{energy(shifted_mesh(N)):.6f} eV/cell")
print(f"Gamma N=8 energy = {energy(shifted_mesh(8)):.6f} eV/cell")
print(f"Gamma N=4 common bond order = {bond_orders(shifted_mesh(4))[0]:.6f}")
for name, function in (("lower level full", energy), ("smeared", free_energy)):
    forward = one_sided_slope(shifted_mesh(6), (1.0, 0.0), function)
    backward = one_sided_slope(shifted_mesh(6), (-1.0, 0.0), function)
    print(f"Gamma N=6, {name}: outward slopes along +bond 1, -bond 1 = "
          f"{forward:.2f}, {backward:.2f} eV/d0")
print(f"infinite-mesh energy = {energy_limit:.6f} eV/cell")
print(f"infinite-mesh bond order = {mean_f / 3:.6f}")
print("tests ok")
```

Printed output:

```
hopping t = 3.0 eV; decay beta = 3.0 (no unit)
smearing width kT = 0.05 eV
K fractional coordinates = 0.666667, 0.333333
shifts kept by 60 deg rotation (twelfths of step): [(0, 0)]
shifts kept by 120 deg rotation (twelfths of step): [(0, 0), (4, 8), (8, 4)]
N=4: operations kept (count), Gamma 12, even MP 4
N=4: even MP points kept by 60 deg rotation = 0.0 %
N=6: operations kept (count), Gamma 12, even MP 4
N=6: even MP points kept by 60 deg rotation = 0.0 %
Gamma N=2: contains K False, gap = 6.0000 eV
Gamma N=3: contains K True, gap = 0.0000 eV
Gamma N=4: contains K False, gap = 6.0000 eV
Gamma N=5: contains K False, gap = 3.7082 eV
Gamma N=6: contains K True, gap = 0.0000 eV
Gamma N=9: contains K True, gap = 0.0000 eV
Gamma N=10: contains K False, gap = 2.2918 eV
Gamma N=11: contains K False, gap = 1.8583 eV
Gamma N=12: contains K True, gap = 0.0000 eV
leading gap estimate at N=10 = 2.1766 eV
even MP N=2: gap = 6.0000 eV
  bond orders p1, p2, p3 = 0.723607, 0.447214, 0.447214
  force on B along bond 1 = -4.975078 eV/d0
  energy: even MP -9.708204, Gamma -9.000000 eV/cell
even MP N=4: gap = 2.4853 eV
  bond orders p1, p2, p3 = 0.467059, 0.551726, 0.551726
  force on B along bond 1 = 1.524005 eV/d0
  energy: even MP -9.423065, Gamma -9.531153 eV/cell
even MP N=6: gap = 3.1058 eV
  bond orders p1, p2, p3 = 0.522002, 0.527235, 0.527235
  force on B along bond 1 = 0.094199 eV/d0
  energy: even MP -9.458828, Gamma -9.377802 eV/cell
even MP N=12: gap = 1.5663 eV
  bond orders p1, p2, p3 = 0.524514, 0.525165, 0.525165
  force on B along bond 1 = 0.011724 eV/d0
  energy: even MP -9.449069, Gamma -9.438572 eV/cell
Gamma N=8 energy = -9.450087 eV/cell
Gamma N=4 common bond order = 0.529508
Gamma N=6, lower level full: outward slopes along +bond 1, -bond 1 = -1.50, -1.50 eV/d0
Gamma N=6, smeared: outward slopes along +bond 1, -bond 1 = -0.01, -0.01 eV/d0
infinite-mesh energy = -9.447583 eV/cell
infinite-mesh bond order = 0.524866
tests ok
```
